# The Hall factor for power-law momentum lifetimes in nondegenerate semiconductors: a program that tests the result

```python
"""Hall factor of nondegenerate carriers with a power-law momentum lifetime.

Result under test: for tau = tau0*(E/kT)**r in an isotropic parabolic band,
  r_H = n*q*R_H = Gamma(5/2+2r)*Gamma(5/2)/Gamma(5/2+r)**2  (weak field),
equal to 3*pi/8 at r=-1/2 and 315*pi/512 at r=3/2.
Symbols: n density, q charge, R_H Hall coefficient, x = E/kT, u = sqrt(x),
b = cyclotron frequency times tau0. The Boltzmann equation is solved on a
velocity grid and compared with the formula. Effects outside the model are
then sized for a layer with rough 4H-SiC parameters.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

pi = np.pi
e, hbar, kB, m0, eps0 = (const.e, const.hbar, const.k, const.m_e,
                         const.epsilon_0)

nodes, node_weights = np.polynomial.legendre.leggauss(160)
u = 4.0 * (nodes + 1.0)            # speed in units of sqrt(2kT/m), 0 to 8
du = 4.0 * node_weights
cosines, cosine_weights = np.polynomial.legendre.leggauss(400)


def gamma_formula(r):
    return gamma(2.5 + 2*r) * gamma(2.5) / gamma(2.5 + r)**2


def boltzmann_hall(r, b):
    """Solve for the distribution on an azimuthal grid; return r_H, <tau>.

    Units: q = m = tau0 = 1 and kT = 1/2, so the equilibrium is exp(-u^2).
    """
    count = 8
    phi = 2*pi*np.arange(count)/count
    derivative = np.zeros((count, count))
    for i in range(count):
        for j in range(count):
            if i != j:
                derivative[i, j] = 0.5*(-1)**(i-j)/np.tan((phi[i]-phi[j])/2)
    tau = u**(2*r)
    equilibrium = np.exp(-u**2)
    operator = np.eye(count)/tau[:, None, None] - b*derivative
    source = 2*equilibrium[:, None]*u[:, None]*np.cos(phi)
    response = np.linalg.solve(operator, source[:, :, None])[:, :, 0]
    polar = np.sum(cosine_weights*(1-cosines**2))
    dphi = 2*pi/count
    current_x = polar*dphi*np.sum(du*u**3*(response @ np.cos(phi)))
    current_y = polar*dphi*np.sum(du*u**3*(response @ np.sin(phi)))
    density = 4*pi*np.sum(du*u**2*equilibrium)
    hall = -current_y/(b*(current_x**2 + current_y**2))
    return hall*density, current_x/density


def hall_from_tau(tau, weight=None):
    if weight is None:
        weight = du*u**4*np.exp(-u**2)
    return np.sum(weight*tau**2)*np.sum(weight)/np.sum(weight*tau)**2


# Exact values from the defining integrals
xs = sp.symbols("x", positive=True)


def exact_hall(r):
    moment = [sp.integrate(xs**(sp.Rational(3, 2)+s*r)*sp.exp(-xs),
                           (xs, 0, sp.oo)) for s in range(3)]
    return sp.simplify(moment[2]*moment[0]/moment[1]**2)


exact_acoustic = exact_hall(sp.Rational(-1, 2))
exact_impurity = exact_hall(sp.Rational(3, 2))
assert sp.simplify(exact_acoustic - 3*sp.pi/8) == 0
assert sp.simplify(exact_impurity - 315*sp.pi/512) == 0
acoustic_factor, impurity_factor = float(exact_acoustic), float(exact_impurity)
print("Exact r_H, r=-1/2:", exact_acoustic, "= %.5f" % acoustic_factor)
print("Exact r_H, r=3/2:", exact_impurity, "= %.5f" % impurity_factor)

# Weak-field and strong-field solutions of the Boltzmann equation
for r in (-0.5, 0.0, 0.5, 1.5):
    factor, mean_tau = boltzmann_hall(r, 1e-4)
    assert abs(factor/gamma_formula(r) - 1) < 1e-4
    assert abs(mean_tau*gamma(2.5)/gamma(2.5+r) - 1) < 1e-4
    print("r=%4.1f: Boltzmann r_H %.5f, formula %.5f, <tau>/tau0 %.4f"
          % (r, factor, gamma_formula(r), mean_tau))
for r in (-0.5, 1.5):
    strong = boltzmann_hall(r, 1e3)[0]
    assert abs(strong - 1) < 2e-3
    print("Strong field (b=1000), r=%4.1f: r_H %.5f" % (r, strong))
scan = [hall_from_tau(u**(2*r)) for r in (-0.5, -0.25, 0, 0.5, 1, 1.5)]
assert scan[0] > scan[1] > scan[2] and np.all(np.diff(scan[2:]) > 0)


def mixed_hall(log_ratio):
    return hall_from_tau(1/(u + np.exp(log_ratio)*u**-3))


mixture = minimize_scalar(mixed_hall, bounds=(-6, 6), method="bounded")
assert 1 < mixture.fun < acoustic_factor
print("Lowest r_H of acoustic+impurity mixture: %.4f" % mixture.fun)
print("  at impurity/acoustic rate ratio (E=kT): %.3f" % np.exp(mixture.x))

# Example inputs: rough 4H-SiC values and round operating conditions
T, n, mobility, B = 300.0, 1e22, 0.08, 0.5
thickness, width, current = 10e-6, 1e-3, 1e-3
mass_a, mass_b, mass_c, valleys = 0.58, 0.31, 0.33, 3
mass = 0.40*m0
eps_static, eps_high = 9.8, 6.6
polar_energy, valley_energy, valley_ratio = 0.12, 0.085, 5.0
sound_speed, donor_depth = 1.3e4, 0.06
kT = kB*T
k_thermal = np.sqrt(2*mass*kT)/hbar
print("Inputs: T %.0f K, n %.1e cm^-3, drift mobility %.0f cm2/Vs"
      % (T, n*1e-6, mobility*1e4))
print("Inputs: B %.2f T, thickness %.0f um, width %.0f mm, current %.0f mA"
      % (B, thickness*1e6, width*1e3, current*1e3))
print("Valley masses (m0): %.2f, %.2f in plane, %.2f along c; scalar %.2f"
      % (mass_a, mass_b, mass_c, mass/m0))
print("Permittivities: static %.1f, high-frequency %.1f"
      % (eps_static, eps_high))
print("Phonons: polar %.3f eV, intervalley %.3f eV, strength ratio %.0f"
      % (polar_energy, valley_energy, valley_ratio))
print("Sound speed %.0f m/s, donor depth %.3f eV" % (sound_speed, donor_depth))


# Golden-rule momentum relaxation, wavevectors in units of k_thermal
def shell_rate(x, matrix_squared):
    k, spread = np.sqrt(x), 0.002
    final = np.linspace(k-3*spread/k, k+3*spread/k, 121)
    delta = np.exp(-0.5*((final**2-x)/spread)**2)/(spread*np.sqrt(2*pi))
    q_squared = x + final[:, None]**2 - 2*k*final[:, None]*cosines
    angular = (matrix_squared(q_squared)*(1-cosines)) @ cosine_weights
    return np.sum(final**2*delta*angular)*(final[1]-final[0])


def lifetime_exponent(x, matrix_squared):
    step = 0.05
    return -np.log(shell_rate(x*np.exp(step), matrix_squared)
                   / shell_rate(x*np.exp(-step), matrix_squared))/(2*step)


phonon_scale = hbar*sound_speed*k_thermal/(2*kT)


def acoustic_matrix(q_squared):
    q = np.sqrt(q_squared)
    return q/np.tanh(phonon_scale*q)


flat_exponent = lifetime_exponent(1.0, np.ones_like)
acoustic_exponent = lifetime_exponent(1.0, acoustic_matrix)
assert abs(flat_exponent + 0.5) < 1e-3
assert abs(acoustic_exponent + 0.5) < 0.05
print("Acoustic exponent r at E=kT: equipartition %.4f, full phonons %.4f"
      % (flat_exponent, acoustic_exponent))


def screening(density):
    """Squared inverse Debye length in units of k_thermal squared."""
    return density*e**2/(eps_static*eps0*kT)/k_thermal**2


def coulomb_bracket(x, density):
    beta_squared = 4*x/screening(density)
    return np.log1p(beta_squared) - beta_squared/(1+beta_squared)


def coulomb_matrix(q_squared):
    return 1/(q_squared + screening(n))**2


for x in (0.5, 3.0):
    closed = coulomb_bracket(x, n)/(8*x**1.5)
    assert abs(shell_rate(x, coulomb_matrix)/closed - 1) < 2e-3
coulomb_exponent = lifetime_exponent(3.0, coulomb_matrix)
coulomb_hall = hall_from_tau(u**3/coulomb_bracket(u**2, n))
dilute_hall = hall_from_tau(u**3/coulomb_bracket(u**2, n/1000))
assert 1.0 < coulomb_exponent < 1.5
assert coulomb_hall < dilute_hall < impurity_factor
print("Screened-impurity exponent r at E=3kT: %.3f" % coulomb_exponent)
print("Screened-impurity r_H: %.4f at n, %.4f at n/1000"
      % (coulomb_hall, dilute_hall))

# Hall bar with acoustic scattering only
hall_coefficient = -acoustic_factor/(n*e)
hall_voltage = abs(hall_coefficient)*current*B/thickness
apparent_density = 1/(e*abs(hall_coefficient))
print("Hall coefficient (electrons): %.2f cm3/C" % (hall_coefficient*1e6))
print("Hall voltage magnitude: %.3f mV; with r_H=1: %.3f mV"
      % (hall_voltage*1e3, current*B/(n*e*thickness)*1e3))
print("Apparent density: %.4e cm^-3" % (apparent_density*1e-6))
print("Hall mobility: %.1f cm2/Vs" % (acoustic_factor*mobility*1e4))
print("For r=3/2 instead: apparent density %.4e cm^-3, mobility %.1f cm2/Vs"
      % (n/impurity_factor*1e-6, impurity_factor*mobility*1e4))

# Small corrections: magnetic field, drift, degeneracy, neutral donors
b_example = mobility*B*gamma(2.5)/gamma(2.0)
field_factor = boltzmann_hall(-0.5, b_example)[0]
print("Mobility times B: %.4f; r_H at this B: %.5f (shift %.3f %%)"
      % (mobility*B, field_factor, 100*(field_factor/acoustic_factor-1)))
electric_field = current/(width*thickness*n*e*mobility)
drift_ratio = mobility*electric_field/np.sqrt(2*kT/mass)
print("Driving field: %.3e MV/cm; drift/thermal speed: %.2e"
      % (electric_field*1e-8, drift_ratio))
dos_mass = (mass_a*mass_b*mass_c)**(1/3)*m0
Nc = valleys*2*(dos_mass*kT/(2*pi*hbar**2))**1.5


def occupation(eta):
    return 1/(np.exp(u**2-eta)+1)


def reduced_density(eta):
    return 4/np.sqrt(pi)*np.sum(du*u**2*occupation(eta))


eta = brentq(lambda y: reduced_density(y)-n/Nc, -20, 5)
fermi = occupation(eta)
fermi_weight = du*u**4*fermi*(1-fermi)
assert abs(np.sum(fermi_weight)/(1.5*np.sum(du*u**2*fermi))-1) < 1e-6
fermi_factor = hall_from_tau(1/u, fermi_weight)
print("Band density of states Nc: %.3e cm^-3; n/Nc: %.2e" % (Nc*1e-6, n/Nc))
print("Degeneracy shift of r_H: %.4f %%"
      % (100*(fermi_factor/acoustic_factor-1)))
occupied = 2*np.exp(eta + donor_depth*e/kT)
print("Neutral donor fraction: %.2f %%" % (100*occupied/(1+occupied)))


# Three ellipsoidal valleys, magnetic field along the c axis
def valley_hall(b):
    sigma = np.zeros((2, 2))
    weight = du*u**4*np.exp(-u**2)
    weight = weight/np.sum(weight)
    force = np.array([[0, b], [-b, 0]])
    for angle in (0, 2*pi/3, 4*pi/3):
        c, s = np.cos(angle), np.sin(angle)
        turn = np.array([[c, -s], [s, c]])
        inverse_mass = turn @ np.diag([1/mass_a, 1/mass_b]) @ turn.T
        for w, tau in zip(weight, 1/u):
            drift = np.linalg.solve(np.eye(2)-tau*inverse_mass @ force,
                                    tau*inverse_mass)
            sigma += w*drift/3
    resistivity = np.linalg.inv(sigma)
    return resistivity[1, 0]/b


anisotropy = 4*mass_a*mass_b/(mass_a+mass_b)**2
valley_factor = valley_hall(1e-4)
assert abs(valley_factor/(acoustic_factor*anisotropy)-1) < 1e-4
print("Valley anisotropy multiplier: %.4f; acoustic r_H with it: %.4f"
      % (anisotropy, valley_factor))

# Full collision operator on an energy grid, including polar in-scattering
ladder = 120
x_polar = polar_energy*e/kT
spacing = x_polar/ladder
size = int(30/spacing)
x = (np.arange(size)+0.5)*spacing
speed = np.sqrt(x)
k_grid = k_thermal*speed
population = speed*np.exp(-x)


def polar_angles(k, final):
    """Integrals of 1/(a-c) and c/(a-c) over the cosine c."""
    a = (k**2+final**2)/(2*k*final)
    logarithm = 2*np.log((k+final)/abs(k-final))
    return logarithm, a*logarithm-2


a_test = (1.0+2.3**2)/(2*2.3)
numeric_out = np.sum(cosine_weights/(a_test-cosines))
numeric_in = np.sum(cosine_weights*cosines/(a_test-cosines))
assert np.allclose(polar_angles(1.0, 2.3), (numeric_out, numeric_in))

bose = 1/np.expm1(x_polar)
polar_coupling = e**2*polar_energy*e/(2*eps0)*(1/eps_high-1/eps_static)
polar_operator = np.zeros((size, size))
for j in range(size):
    prefactor = mass*polar_coupling/(4*pi*hbar**3*k_grid[j])
    for shift, phonons in ((ladder, bose), (-ladder, bose+1)):
        x_final = x[j]+shift*spacing
        if j+shift < 0:
            continue
        out, back = polar_angles(k_grid[j], k_thermal*np.sqrt(x_final))
        polar_operator[j, j] += prefactor*phonons*out
        if j+shift < size:
            polar_operator[j, j+shift] -= prefactor*phonons*back
balance = population[:, None]*polar_operator
assert np.allclose(balance, balance.T, rtol=1e-7, atol=0)

impurity_rate = (n*e**4*mass*coulomb_bracket(x, n)
                 / (8*pi*hbar**3*(eps_static*eps0)**2*k_grid**3))
x_valley = valley_energy*e/kT
valley_bose = 1/np.expm1(x_valley)
valley_shape = (valley_bose*np.sqrt(x+x_valley)
                + (valley_bose+1)*np.sqrt(np.maximum(x-x_valley, 0)))


def transport(strength, impurity=0, polar=0, intervalley=0):
    diagonal = (strength*(speed+intervalley*valley_ratio*valley_shape)
                + impurity*impurity_rate)
    operator = np.diag(diagonal)+polar*polar_operator
    first = np.linalg.solve(operator, speed)
    second = np.linalg.solve(operator, first)
    norm = np.sum(population*speed**2)
    mean = np.sum(population*speed*first)/norm
    mean_square = np.sum(population*speed*second)/norm
    return e*mean/mass, mean_square/mean**2


def tuned_hall(**mechanisms):
    def mismatch(log_strength):
        return transport(10**log_strength, **mechanisms)[0]/mobility-1
    root = brentq(mismatch, 9, 14, xtol=1e-7)
    return transport(10**root, **mechanisms)[1]


assert abs(tuned_hall()/acoustic_factor-1) < 2e-3
print("Mobility from impurities alone: %.0f cm2/Vs"
      % (transport(0, impurity=1)[0]*1e4))
print("Mobility from polar phonons alone: %.0f cm2/Vs"
      % (transport(0, polar=1)[0]*1e4))
print("r_H with acoustic strength retuned to the same drift mobility:")
cases = (("acoustic + impurity", dict(impurity=1)),
         ("acoustic + polar", dict(polar=1)),
         ("acoustic + intervalley", dict(intervalley=1)),
         ("all four", dict(impurity=1, polar=1, intervalley=1)))
for label, mechanisms in cases:
    combined = tuned_hall(**mechanisms)
    print("  %s: %.3f (shift %.1f %%)"
          % (label, combined, 100*(combined/acoustic_factor-1)))
estimate = combined*anisotropy
print("Estimate, all four times valley anisotropy: r_H %.3f" % estimate)
print("Apparent density with this estimate: %.3e cm^-3" % (n/estimate*1e-6))
print("checks complete")
```

Output:

```
Exact r_H, r=-1/2: 3*pi/8 = 1.17810
Exact r_H, r=3/2: 315*pi/512 = 1.93282
r=-0.5: Boltzmann r_H 1.17810, formula 1.17810, <tau>/tau0 0.7523
r= 0.0: Boltzmann r_H 1.00000, formula 1.00000, <tau>/tau0 1.0000
r= 0.5: Boltzmann r_H 1.10447, formula 1.10447, <tau>/tau0 1.5045
r= 1.5: Boltzmann r_H 1.93281, formula 1.93282, <tau>/tau0 4.5135
Strong field (b=1000), r=-0.5: r_H 1.00000
Strong field (b=1000), r= 1.5: r_H 1.00001
Lowest r_H of acoustic+impurity mixture: 1.0293
  at impurity/acoustic rate ratio (E=kT): 0.654
Inputs: T 300 K, n 1.0e+16 cm^-3, drift mobility 800 cm2/Vs
Inputs: B 0.50 T, thickness 10 um, width 1 mm, current 1 mA
Valley masses (m0): 0.58, 0.31 in plane, 0.33 along c; scalar 0.40
Permittivities: static 9.8, high-frequency 6.6
Phonons: polar 0.120 eV, intervalley 0.085 eV, strength ratio 5
Sound speed 13000 m/s, donor depth 0.060 eV
Acoustic exponent r at E=kT: equipartition -0.5000, full phonons -0.5065
Screened-impurity exponent r at E=3kT: 1.365
Screened-impurity r_H: 1.7631 at n, 1.8415 at n/1000
Hall coefficient (electrons): -735.31 cm3/C
Hall voltage magnitude: 36.766 mV; with r_H=1: 31.208 mV
Apparent density: 8.4883e+15 cm^-3
Hall mobility: 942.5 cm2/Vs
For r=3/2 instead: apparent density 5.1738e+15 cm^-3, mobility 1546.3 cm2/Vs
Mobility times B: 0.0400; r_H at this B: 1.17598 (shift -0.179 %)
Driving field: 7.802e-06 MV/cm; drift/thermal speed: 4.14e-04
Band density of states Nc: 1.834e+19 cm^-3; n/Nc: 5.45e-04
Degeneracy shift of r_H: -0.0033 %
Neutral donor fraction: 1.10 %
Valley anisotropy multiplier: 0.9080; acoustic r_H with it: 1.0697
Mobility from impurities alone: 34385 cm2/Vs
Mobility from polar phonons alone: 4292 cm2/Vs
r_H with acoustic strength retuned to the same drift mobility:
  acoustic + impurity: 1.059 (shift -10.1 %)
  acoustic + polar: 1.133 (shift -3.8 %)
  acoustic + intervalley: 1.253 (shift 6.4 %)
  all four: 1.154 (shift -2.1 %)
Estimate, all four times valley anisotropy: r_H 1.047
Apparent density with this estimate: 9.547e+15 cm^-3
checks complete
```
